# Local convergence of coupled-cluster amplitude iterations, with damping and level shifts

**Setting.** Let $|0\rangle$ be a Hartree-Fock determinant and $T=\sum_\nu t_\nu\tau_\nu$ a truncated cluster operator. Each $\tau_\nu$ moves electrons from occupied to virtual orbitals, and $|\mu\rangle=\tau_\mu|0\rangle$ are orthonormal. The amplitudes and the Hamiltonian are real. The coupled-cluster (CC) equations are

$$\Omega_\mu(t)=\langle\mu|e^{-T}He^{T}|0\rangle=0 .$$

The Fock operator contributes $D_\mu t_\mu$ to $\Omega_\mu$, where $D_\mu>0$ is the sum of virtual minus the sum of occupied orbital energies in $\tau_\mu$. Dividing the residual by this term gives the plain iteration $t'=t-D^{-1}\Omega(t)$. With a level shift $s\ge0$ and a step factor $\beta>0$ it becomes

$$t'=t-\beta(D+s)^{-1}\Omega(t).\tag{1}$$

Here $D$ is a diagonal matrix and $s$ multiplies the unit matrix. Let $t^*$ be a solution, and let $A_{\mu\nu}=\partial\Omega_\mu/\partial t_\nu$ at $t^*$ be the CC Jacobian, assumed invertible.

## (a) Find $A$ and the law obeyed by a small error $e=t-t^*$.

**Solution.** All $\tau_\nu$ commute, because they create only in virtual and annihilate only in occupied orbitals. Hence $\partial e^{\pm T}/\partial t_\nu=\pm\tau_\nu e^{\pm T}=\pm e^{\pm T}\tau_\nu$, and the product rule gives

$$A_{\mu\nu}=\langle\mu|e^{-T}(H\tau_\nu-\tau_\nu H)e^{T}|0\rangle=\langle\mu|e^{-T}[H,\tau_\nu]e^{T}|0\rangle .$$

For finitely many electrons the series of $e^{\pm T}$ terminate, so $\Omega$ is a polynomial in $t$. Since $\Omega(t^*)=0$, its Taylor expansion is $\Omega(t^*+e)=Ae+O(|e|^2)$. Subtracting $t^*$ from both sides of (1) gives

$$e'=Me+Q(e),\qquad M=1-\beta(D+s)^{-1}A,\qquad |Q(e)|\le K|e|^2\tag{2}$$

for $|e|$ below some fixed radius. For the plain iteration $M=1-D^{-1}A$.

## (b) Show that the iteration converges locally if the spectral radius $\rho$ of $M$ is below one.

**Solution.** $M$ is in general not symmetric, so its ordinary norm can exceed $\rho$, and an error may grow at first. We therefore construct a norm adapted to $M$.

By Schur's theorem $M=VRV^\dagger$, with $V$ unitary and $R$ upper triangular with the eigenvalues of $M$ on its diagonal. Let $S=\mathrm{diag}(1,\delta,\delta^2,\dots)$ with $0<\delta<1$. Then

$$(S^{-1}RS)_{ij}=R_{ij}\,\delta^{\,j-i}.$$

The diagonal is unchanged and has norm $\rho$. Every element above it carries at least one factor $\delta$, so for small enough $\delta$ that part has norm at most a chosen $\varepsilon>0$. Define $\|e\|=|S^{-1}V^\dagger e|$. Then

$$\|Me\|=|S^{-1}RV^\dagger e|=|(S^{-1}RS)\,S^{-1}V^\dagger e|\le(\rho+\varepsilon)\|e\| .$$

All norms on a finite-dimensional space are equivalent, so (2) gives, with a new constant $K'$,

$$\|e'\|\le(\rho+\varepsilon+K'\|e\|)\,\|e\| .$$

Choose $\varepsilon$ so small that $q=\rho+2\varepsilon<1$, and start with $\|e_0\|\le\varepsilon/K'$, inside the region where (2) holds. Then $\|e_1\|\le q\|e_0\|$, which satisfies the same condition again. By induction $\|e_n\|\le q^n\|e_0\|\to0$.

Since $\varepsilon$ is arbitrary, the long-run error factor per step is at most $\rho$. The result is local: it does not say whether $t=0$ is close enough to $t^*$.

## (c) What happens if $\rho>1$ or $\rho=1$?

**Solution.** For $\rho>1$, split $e$ into a part $u$ in the invariant subspace with $|m|>1$ and a part $v$ in that with $|m|\le1$, where $m$ denotes eigenvalues of $M$. Apply the construction of (b) to $M^{-1}$ on the first subspace and to $M$ on the second. This gives norms and numbers $a>b\ge1$ with

$$\|Mu\|\ge a\|u\|,\qquad \|Mv\|\le b\|v\| .$$

Take an error with $\|v\|\le\|u\|\le r$. The quadratic terms are then at most $K''\|u\|^2$, and we choose $r$ so that $K''r\le(a-b)/2$. It follows that

$$\|u'\|\ge\Big(a-\frac{a-b}{2}\Big)\|u\|=\frac{a+b}{2}\|u\|,\qquad
\|v'\|\le\Big(b+\frac{a-b}{2}\Big)\|u\|=\frac{a+b}{2}\|u\|\le\|u'\| .$$

The condition $\|v\|\le\|u\|$ is preserved, and $u$ grows by at least $(a+b)/2>1$ per step until the error leaves the neighbourhood. The solution is therefore unstable, although special starts outside this cone may still converge to it.

For $\rho=1$ the linear term does not decide. The maps $e'=e-e^3$ and $e'=e+e^3$ have the same $M=1$, but small errors shrink in the first and grow in the second.

## (d) Damping mixes old and new amplitudes. How does it move the eigenvalues, and which $\beta$ is best?

**Solution.** Keeping a fraction $1-\beta$ of the old amplitudes gives

$$t'=(1-\beta)t+\beta\,[t-D^{-1}\Omega(t)]=t-\beta D^{-1}\Omega(t),$$

which is (1) with $s=0$. Let $\lambda$ be an eigenvalue of $D^{-1}A$ and $m=1-\lambda$ the plain eigenvalue. Then

$$m(\beta)=1-\beta\lambda=(1-\beta)+\beta m .$$

As $\beta$ decreases from 1 to 0, each eigenvalue moves on a straight line from $m$ to $1$. The mode is stable when

$$|1-\beta\lambda|^2=1-2\beta\,\mathrm{Re}\,\lambda+\beta^2|\lambda|^2<1
\quad\Longleftrightarrow\quad \beta<\frac{2\,\mathrm{Re}\,\lambda}{|\lambda|^2}.\tag{3}$$

Small steps therefore work precisely when every $\lambda$ has a positive real part.

Now let all $\lambda$ be real and positive. As a function of $\lambda$, $|1-\beta\lambda|$ is convex, so its maximum lies at an end of the spectrum:

$$\rho(\beta)=\max(|1-\beta\lambda_{\min}|,\ |1-\beta\lambda_{\max}|).$$

The ends balance when $1-\beta\lambda_{\min}=\beta\lambda_{\max}-1$, which gives

$$\beta_{\rm best}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho_{\rm best}=1-\frac{2\lambda_{\min}}{\lambda_{\min}+\lambda_{\max}}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}.\tag{4}$$

A smaller $\beta$ raises $1-\beta\lambda_{\min}$, and a larger one raises $\beta\lambda_{\max}-1$, so this is the minimum. Damping cures modes with $m<-1$, whose error alternates in sign and grows. It slows modes with $0<m<1$. If $\lambda_{\min}+\lambda_{\max}<2$, the best $\beta$ exceeds one.

## (e) How does a level shift move the eigenvalues?

**Solution.** Set $\beta=1$. The eigenvalues $\lambda(s)$ of $(D+s)^{-1}A$ satisfy

$$Ax=\lambda(D+s)x,\qquad y^\dagger A=\lambda\,y^\dagger(D+s).$$

Differentiate the first equation with respect to $s$, marking derivatives by a dot:

$$A\dot x=\dot\lambda(D+s)x+\lambda x+\lambda(D+s)\dot x .$$

Multiply by $y^\dagger$ from the left. The left side becomes $\lambda y^\dagger(D+s)\dot x$ and cancels the last term, leaving

$$\dot\lambda=-\lambda\,\frac{y^\dagger x}{y^\dagger(D+s)x}.\tag{5}$$

The denominator is nonzero for a simple eigenvalue, because $y^\dagger(D+s)$ is the left eigenvector of $(D+s)^{-1}A$ belonging to $x$. If $y^\dagger x\neq0$, define the effective gap $d=y^\dagger Dx/y^\dagger x$. Since $m=1-\lambda$,

$$\dot\lambda=-\frac{\lambda}{d+s},\qquad \dot m=\frac{1-m}{d+s}.$$

For real $d+s>0$ a real eigenvalue $m$ again moves towards 1, but at a rate set by its own gap. The smaller the gap, the stronger the effect. For a nonsymmetric $A$ the number $d$ need not lie between the smallest and largest $D_\mu$, and it may change with $s$.

If all gaps equal $d$, integration gives $\lambda(s)=\lambda(0)\,d/(d+s)$. The shift is then the same as damping with $\beta=d/(d+s)$.

For a very large shift, $s(D+s)^{-1}A=(1+D/s)^{-1}A\to A$. With $\alpha$ an eigenvalue of $A$,

$$m=1-\frac{\alpha}{s}+o(1/s),\qquad |m|^2=1-\frac{2\,\mathrm{Re}\,\alpha}{s}+o(1/s).$$

If every $\mathrm{Re}\,\alpha$ is positive, a sufficiently large shift makes the iteration converge locally, but $\rho$ tends to 1 as $s$ grows.

## (f) Which shift removes an alternating divergence?

**Solution.** At the edge $m=-1$, so $\lambda=2$ and

$$Ax=2(D+s)x\quad\Longleftrightarrow\quad\Big(\tfrac12A-D\Big)x=s\,x .\tag{6}$$

The edges are thus the real eigenvalues of $A/2-D$. Let $s_c\ge0$ be the largest. Suppose that for $s>s_c$ all $\lambda(s)$ are real, and that $A$ has only eigenvalues with positive real part. Then:

- No $\lambda$ equals 2 for $s>s_c$, and all tend to 0 at large $s$. By continuity all are below 2.
- No $\lambda$ vanishes, since $A$ is invertible, and at large $s$ all are positive. By continuity all stay positive.

Hence $|1-\lambda|<1$ for every $s>s_c$. If eigenvalues become complex, they can pass around the point 2, and $\rho$ itself must be checked.

## (g) Is there a solution that neither method can stabilize?

**Solution.** Yes, any solution with $\det A<0$. For every $s\ge0$,

$$\det[(D+s)^{-1}A]=\frac{\det A}{\prod_\mu(D_\mu+s)}<0 .$$

The matrix is real, so complex eigenvalues come in conjugate pairs and contribute $|\lambda|^2>0$ to the determinant. At least one eigenvalue must therefore be real and negative, and it gives $m=1+\beta|\lambda|>1$ for every $\beta>0$.

A two-site Hubbard molecule with two electrons shows this. Take the hopping as energy unit and the on-site repulsion $U=4$. The orbitals $(1,\pm1)/\sqrt2$ have energies $\mp1$, so the double excitation has $D=4$. Its coupling to $|0\rangle$ is $V=U\sum_x\frac12\cdot\frac12=U/2=2$. Single excitations are odd under reflection and can be set to zero. The repulsion energy is the same in both closed-shell determinants, so their diagonal energies differ by 4, and

$$\Omega(t)=V+4t-Vt^2=2+4t-2t^2=0,\qquad t=1\pm\sqrt2 .$$

The derivative $4-4t$ is $+5.657$ at the ground-state root $t=-0.414$ and $-5.657$ at the other root, $t=2.414$. At the second root this mode has

$$m=1+\frac{5.657\,\beta}{4+s}>1 .$$

The singles give two more eigenvalues of $A$, $-4.828$ and $-0.828$. Three negative factors make $\det A<0$.

The signs have a physical origin. Here the excitations are complete, so $e^{-T}He^T|0\rangle=E|0\rangle$ at a solution. The commutator in (a) then gives $A_{\mu\nu}=\langle\mu|e^{-T}He^T-E|\nu\rangle$. In the basis $|0\rangle,|\nu\rangle$ the transformed Hamiltonian is block triangular, so the eigenvalues of $A$ are the energies of the other states minus $E$. The second root describes the highest state, and all its differences are negative.

## (h) Apply the results to a four-site chain.

Four electrons occupy an open Hubbard chain with hoppings 1, 0.5, 1 and $U=4$, treated by CC with single and double excitations (CCSD). Energies are in units of the strong hopping. Find the stable ranges of $\beta$ and $s$, and compare their best values.

**Solution.** Reversing the sign of an orbital on every second site reverses its hopping energy but keeps its density. The two occupied orbitals therefore supply half of the total density, which is one half per site and spin. The mean field is then the constant $U/2$, and the hopping orbitals are Hartree-Fock orbitals. Their hopping energies are $\pm0.781$ and $\pm1.281$. The gaps range from $2\times0.781=1.562$ for a single to $4\times1.281=5.12$ for a double excitation.

Following the solution upward in $U$ gives for the plain iteration:

| $U$ | $\lambda_{\min}$ | $\lambda_{\max}$ | $\rho$ |
|---|---|---|---|
| 1 | 0.765 | 1.303 | 0.303 |
| 2 | 0.589 | 1.675 | 0.675 |
| 3 | 0.455 | 2.107 | 1.107 |
| 4 | 0.346 | 2.588 | 1.588 |

In each row $\rho=\lambda_{\max}-1$. Local convergence is lost between $U=2$ and $U=3$, through an alternating mode. This mode is odd under reflection of the chain. Among the fully symmetric modes discussed at the end, $\lambda_{\max}$ is still 1.989 at $U=3$ and passes 2 only between $U=3$ and $U=3.5$.

*Damping.* At $U=4$ the spectrum is real and positive. From (3) the edge is $\beta=2/2.588=0.773$. From (4),

$$\beta_{\rm best}=\frac{2}{0.346+2.588}=0.682,\qquad \rho_{\rm best}=\frac{2.588-0.346}{2.588+0.346}=0.764 .$$

Heavy damping is safe here but slow: at $\beta=0.2$, $\rho=1-0.2\times0.346=0.931$.

*Level shift.* The top mode starts with slope $-1.485$, so (5) gives it an effective gap $2.588/1.485=1.743$. This is close to the smallest single-excitation gap. The second mode, $\lambda=2.40$, has the larger effective gap 3.59 and responds more slowly. With constant gaps the two modes would reach $\lambda=2$ at $s=0.51$ and $s=0.72$. These values only extrapolate the slopes at $s=0$, and both lie below the true edge. Equation (6) gives the edge $s_c=0.751$, and a root search on $\rho(s)=1$ finds the same value. The condition of (f) is not met exactly: between about $s=1.66$ and $s=1.67$ a pair of eigenvalues is weakly complex, with an imaginary part of a few $10^{-4}$. So $\rho$ itself must be inspected, and on a scan above $s_c$ it stays below one. A scan in steps of 0.01 has its minimum at $s=1.30$ with $\rho=0.792$. At $s=8$, $\rho$ has risen to 0.932.

A tenfold reduction of the error takes $\ln10/(-\ln\rho)$ steps in the long run. This is 8.6 steps for the best damping and 9.9 for the best shift, so damping is slightly faster in this model when measured by the full $\rho$.

*Actual iterations.* The numerical check runs the nonlinear iteration near $t^*$ and confirms the long-run factors. It also brackets both stability edges: the iteration converges at $\beta$ 5% below the damping edge and moves away from $t^*$ at 5% above it, and it converges at $s_c+0.3$ and moves away at $s_c-0.3$. Short runs can mislead. With the best damping, the last 20 steps before the error fell below $10^{-11}$ had a mean factor of 0.743, below $\rho=0.764$. $M$ applied to the actual error vector reproduces this 20-step reduction, so it is a linear effect. The two leading modes, $m=\pm0.764$, both shrink by exactly $\rho^{20}$ over an even number of steps, so the difference comes from modes of smaller $|m|$ that had not yet died out. The next largest values of $|m|$ are 0.716 and 0.715.

From $t=0$, the best damping brings the amplitude error below $10^{-8}$ in 46 steps and the best shift in 58. The plain iteration is at distance 15.5 from the solution after 15 steps. The local theorem does not guarantee these outcomes. Moreover, $H$, $|0\rangle$ and $T=0$ share the spin, reflection and particle-hole (pseudospin) symmetries of the half-filled chain, so in exact arithmetic such a start excites only fully symmetric modes. The full $\rho$ also covers the others, which rounding errors or an unsymmetric start can excite. At $U=4$ the modes with $\lambda_{\min}=0.346$ and $\lambda_{\max}=2.588$ are both of this unsymmetric kind. Among the fully symmetric modes $\lambda$ runs from 0.419 to 2.40, and the factor at $\beta=0.682$ is 0.714 instead of 0.764. At $s=1.30$ it is 0.783 instead of 0.792. The step counts from $t=0$ therefore do not measure the full $\rho$, and they do not rank the two methods. Tuned to the fully symmetric modes alone, damping with $\beta=0.709$ has the factor 0.703 and the shift $s=1.55$ has 0.701, and both need 44 steps from $t=0$.

## Numbers as computed

```
Hoppings (hop): [1.0, 0.5, 1.0]  U (hop): 4.0
Orbital energies (hop): [-1.2808 -0.7808  0.7808  1.2808]
CCSD amplitudes (count): 26
Gaps D, min and max (hop): 1.5616 5.1231
Hartree-Fock energy (hop): -0.123106
CCSD energy (hop): -1.717749
Exact energy (hop): -1.721609
Jacobian difference, max (hop): 8.9e-16
Plain iteration: U (hop), lambda min, lambda max, rho
  1.0  0.7649  1.3032  0.3032
  2.0  0.5886  1.6747  0.6747
  3.0  0.4550  2.1068  1.1068
  4.0  0.3462  2.5883  1.5883
Largest |Im lambda| at final U: 0.0e+00
A eigenvalues, min and max real part (hop): 0.6707 9.7177
Damping edge beta: 0.7727
Best beta: 0.6816  rho: 0.7641
Damping table: beta, rho
  1.0  1.5883
  0.8  1.0706
  0.6  0.7923
  0.4  0.8615
  0.2  0.9308
Top lambda slope, formula (1/hop): -1.48492
Top lambda slope, difference (1/hop): -1.48492
Top mode effective gap (hop): 1.7430
Isolated eigenvalues tested (count): 10
Shift edge, eigenvalue problem (hop): 0.75109
Shift edge, root search (hop): 0.75109
Best shift (hop): 1.30  rho: 0.7919
Shift table: s (hop), lambda min, lambda max, rho
  0.0  0.3462  2.5883  1.5883
  1.0  0.2294  1.8968  0.8968
  2.0  0.1712  1.5871  0.8288
  4.0  0.1134  1.1963  0.8866
  8.0  0.0677  0.8016  0.9323
Long-run error factor per step, and rho
  plain: 1.5883  1.5883
  damped: 0.7641  0.7641
  shifted: 0.7919  0.7919
Mean factor over the last 20 steps to error 1e-11
  damped: 0.7426
  shifted: 0.7915
Four largest |m|
  damped: [0.7641 0.7641 0.7161 0.7151]
  shifted: [0.7919 0.7918 0.7868 0.783 ]
Start from t = 0: steps done, final amplitude error
  plain: 15  1.55e+01
  damped: 46  9.69e-09
  shifted: 58  8.02e-09
Dimer A eigenvalues, ground root (hop): [0.8284 4.8284 5.6569]
Dimer A eigenvalues, highest root (hop): [-5.6569 -4.8284 -0.8284]
Dimer double amplitude, both roots: -0.4142 2.4142
```
